# The τ operator of a meta-GGA and its matrix elements: test program

```python
# Result under test (Hartree atomic units). For E_xc = int e(n_s, sigma_ss', tau_s) d3r with
# n = sum f|psi|^2, sigma_ss' = grad n_s . grad n_s', tau = 1/2 sum f|grad psi|^2, w = de/dtau:
#   dE_xc/dpsi* = f [ v psi - 1/2 div(w grad psi) ],  v_up = e_n - div(2 e_uu grad n_up + e_ud grad n_dn)
#   <mu| -1/2 div w grad |nu> (strong) = 1/2 int w grad mu . grad nu (weak) - 1/2 oint mu w grad nu . dS
#   V = dE_xc/dD (D: AO density matrix). Example: Au atom, UKS TPSS/def2-SVP with ECP60.
import numpy as np, sympy as sp
from sympy.calculus.euler import euler_equations
from scipy.constants import physical_constants as pc
from scipy.linalg import eigh
from scipy.special import iv
from pyscf import gto, dft
from pyscf.dft import libxc
HA = pc['Hartree energy in eV'][0]
BOHR = pc['Bohr radius'][0]*1e10
def out(label, val, unit='', fmt='.4f'):
    print(f'{label} = {val:{fmt}} {unit}'.rstrip())

# Exact Euler-Lagrange test in 2D; a,c orbitals, b,d their independent conjugates
x, y, N, S, T = sp.symbols('x y N S T')
e = N**2*T + S*T**2 + S**2/N
f1, f2 = sp.Rational(2, 3), sp.Rational(1, 5)
def nst(a, b, c, d):
    n = f1*a*b + f2*c*d
    return {N: n, S: n.diff(x)**2 + n.diff(y)**2,
            T: sum(f1*a.diff(q)*b.diff(q) + f2*c.diff(q)*d.diff(q) for q in (x, y))/2}
fun = [sp.Function(k)(x, y) for k in 'abcd']
pol = [1 + x**2 + x*y, 2 - y**2 + x**3, 3 + x*y**2, 1 + y + x**2*y]
pt = {x: sp.Rational(1, 2), y: sp.Rational(1, 3)}
lhs = euler_equations(e.subs(nst(*fun)), [fun[1]], [x, y])[0].lhs
lhs = lhs.subs(dict(zip(fun, pol))).doit().subs(pt)
v = nst(*pol)
loc = e.diff(N).subs(v) - sum((2*e.diff(S).subs(v)*v[N].diff(q)).diff(q) for q in (x, y))
tterm = -sum((e.diff(T).subs(v)*pol[0].diff(q)).diff(q) for q in (x, y))/2
assert lhs - (f1*(loc*pol[0] + tterm)).subs(pt) == 0 and tterm.subs(pt) != 0
print('symbolic residual (exact) =', lhs - (f1*(loc*pol[0] + tterm)).subs(pt))

# Plane waves in 1D: w(x) = w0 exp(cos(g x + phi)), Fourier coefficient w0 I_m(1) exp(i m phi)
alat, w0, phi = 4.0/BOHR, -0.1, 0.5
g = 2*np.pi/alat
k = 0.3*g
xs, h = np.arange(64)*alat/64, 1e-4
err = 0.0
for m in range(-2, 3):
    for mp in range(-2, 3):
        q, qp = k + m*g, k + mp*g
        flux = lambda t: w0*np.exp(np.cos(g*t + phi))*1j*qp*np.exp(1j*qp*t)
        strong = np.mean(np.exp(-1j*q*xs)*(-0.5)*(flux(xs + h) - flux(xs - h))/(2*h))
        form = 0.5*q*qp*w0*iv(m - mp, 1.0)*np.exp(1j*(m - mp)*phi)
        err = max(err, abs(strong - form))
        if (m, mp) == (1, 0):
            pw = (q, qp, form)
assert err < 1e-7
out('hartree', HA, 'eV'); out('hbar^2/2m', HA*BOHR**2/2, 'eV A^2', '.5f')
print(f'PW model: a = {alat*BOHR:.1f} A, w0 = {w0}, phi = {phi} rad, k a/2pi = {k/g:.1f}')
print(f'PW k+G = {pw[0]/BOHR:.5f} 1/A, k+Gp = {pw[1]/BOHR:.5f} 1/A, I_1(1) = {iv(1,1.0):.5f}')
print(f'PW element = {pw[2].real*HA:.5f} {pw[2].imag*HA:+.5f}i eV, modulus {abs(pw[2])*HA:.5f} eV')
out('PW max |strong - formula|', err*HA, 'eV', '.1e')

# Au atom, configuration 5s2 5p6 5d10 6s1 imposed through angular momentum
XC = 'MGGA_X_TPSS,MGGA_C_TPSS'
mol = gto.M(atom='Au 0 0 0', basis='def2-svp', ecp='def2-svp', spin=1, verbose=0)
Sov, Tkin = mol.intor('int1e_ovlp'), mol.intor('int1e_kin')
ao_l = np.concatenate([[mol.bas_angular(i)]*(mol.bas_nctr(i)*(2*mol.bas_angular(i) + 1))
                       for i in range(mol.nbas)])
def l_label(c):
    pop = c*(Sov @ c)
    return np.argmax([pop[ao_l == l].sum(0) for l in range(ao_l.max() + 1)], axis=0)
def get_occ(mo_energy=None, mo_coeff=None):
    occ = np.zeros((2, mol.nao))
    for s, need in enumerate(((2, 3, 5), (1, 3, 5))):
        lab = l_label(mo_coeff[s])
        for l, cnt in enumerate(need):
            occ[s, np.where(lab == l)[0][:cnt]] = 1
    return occ
mf = dft.UKS(mol)
mf.xc, mf.chkfile, mf.small_rho_cutoff = XC, None, 0
mf.conv_tol, mf.max_cycle, mf.get_occ = 1e-10, 100, get_occ
mf.grids.atom_grid, mf.grids.prune = (250, 110), None
mf.kernel()
assert mf.converged
D = np.array(mf.make_rdm1())
R, W = mf.grids.coords, mf.grids.weights
aoval = lambda r, n: dft.numint.eval_ao(mol, r, deriv=n)
def dens(ao, d):
    c0 = ao[0] @ d
    rho = np.zeros((6, ao.shape[1]))
    rho[0] = np.einsum('gi,gi->g', c0, ao[0])
    rho[1:4] = 2*np.einsum('gi,xgi->xg', c0, ao[1:4])
    rho[5] = 0.5*sum(np.einsum('gi,gi->g', ao[j] @ d, ao[j]) for j in (1, 2, 3))
    return rho
def xc(ao, dm):
    rho = np.array([dens(ao, dm[0]), dens(ao, dm[1])])
    exc, vx = libxc.eval_xc(XC, rho, spin=1, deriv=1)[:2]
    return rho, exc*(rho[0, 0] + rho[1, 0]), vx[0], vx[1], vx[-1]
def weak(ao, ww):
    return 0.5*sum(ao[j].T @ (ww[:, None]*ao[j]) for j in (1, 2, 3))
def vparts(ao, wt, dm, s):
    rho, _, en, es, et = xc(ao, dm)
    vec = 2*es[:, 2*s]*rho[s, 1:4] + es[:, 1]*rho[1 - s, 1:4]
    half = ao[0].T @ np.einsum('xg,xgi->gi', vec*wt, ao[1:4])
    return ao[0].T @ ((wt*en[:, s])[:, None]*ao[0]), half + half.T, weak(ao, wt*et[:, s])
def apply_strong(r, step=1e-4):
    ao2 = aoval(r, 2)
    wup = lambda p: xc(aoval(p, 1), D)[4][:, 0]
    gw = np.array([(wup(r + step*u) - wup(r - step*u))/(2*step) for u in np.eye(3)])
    w, lap = wup(r), ao2[4] + ao2[7] + ao2[9]
    return ao2, w, gw, -0.5*(w[:, None]*lap + np.einsum('xg,xgi->gi', gw, ao2[1:4]))
ao = aoval(R, 1)
Exc = lambda dm: W @ xc(ao, dm)[1]
hcore = mf.get_hcore()
def Etot(dm):
    dt = dm[0] + dm[1]
    return np.sum(hcore*dt) + 0.5*np.sum(mf.get_j(mol, dt)*dt) + Exc(dm)
assert abs(Etot(D) - mf.e_tot) < 1e-6
print(f'Au: {mol.nelectron} electrons, {mol.nao} AOs, grid 250 x 110')
out('E_xc', Exc(D)*HA, 'eV', '.3f')

# V = dE_xc/dD at a positive definite D, so that sigma <= 8 n tau survives the perturbation
rng = np.random.default_rng(1)
Dp = D + 0.02*np.eye(mol.nao)
errfd, miss = 0.0, 0.0
for s in (0, 1):
    P = vparts(ao, W, Dp, s)
    for _ in range(2):
        X = rng.normal(size=Sov.shape); X = X + X.T; X /= np.linalg.norm(X, 2)
        dX = np.zeros_like(D); dX[s] = 1e-5*X
        fd = (Exc(Dp + dX) - Exc(Dp - dX))/2e-5
        errfd = max(errfd, abs(fd - np.sum(sum(P)*X)))
        miss = max(miss, abs(fd - np.sum((P[0] + P[1])*X)))
assert errfd < 2e-6 and miss > 1e-4
out('dExc/dD: max error, full V', errfd*HA, 'eV', '.1e')
out('dExc/dD: max error, no V_tau', miss*HA, 'eV', '.3f')
P = [vparts(ao, W, D, s) for s in (0, 1)]
vlib = mf._numint.nr_uks(mol, mf.grids, XC, D)[2]
assert max(abs(sum(P[s]) - vlib[s]).max() for s in (0, 1)) < 1e-6

# Stationarity and Janak derivative
J = mf.get_j(mol, D[0] + D[1])
comm = lambda F: abs(F @ D[0] @ Sov - Sov @ D[0] @ F).max()
F = hcore + J + sum(P[0])
assert comm(F) < 2e-5 and comm(F - P[0][2]) > 1e-4
out('max|FDS-SDF| with V_tau', comm(F)*HA, 'eV', '.1e')
out('max|FDS-SDF| without V_tau', comm(F - P[0][2])*HA, 'eV', '.3f')
i5, i6 = np.where(l_label(mf.mo_coeff[0]) == 0)[0][:2]
c5, c6 = mf.mo_coeff[0][:, i5], mf.mo_coeff[0][:, i6]
ev = lambda M: c6 @ M @ c6*HA
dF = np.zeros_like(D); dF[0] = 1e-4*np.outer(c6, c6)
janak = (Etot(D + dF) - Etot(D - dF))/2e-4*HA
assert abs(janak - ev(F)) < 1e-5 and abs(janak - mf.mo_energy[0][i6]*HA) < 5e-4
for name, M in (('kinetic', Tkin), ('nucleus+ECP', hcore - Tkin), ('Hartree', J),
                ('xc n', P[0][0]), ('xc sigma', P[0][1]), ('xc tau', P[0][2])):
    out('6s up, ' + name, ev(M), 'eV')
out('6s up, sum', ev(F), 'eV'); out('6s up, dE/df', janak, 'eV')
print(f'6s up, SCF level = {mf.mo_energy[0][i6]*HA:.4f} eV = {mf.mo_energy[0][i6]:.5f} hartree')
lb = l_label(mf.mo_coeff[1])
out('5d up level', mf.mo_energy[0][l_label(mf.mo_coeff[0]) == 2][0]*HA, 'eV')
out('5d down level', mf.mo_energy[1][lb == 2][0]*HA, 'eV')
out('6s down level (empty)', mf.mo_energy[1][lb == 0][1]*HA, 'eV')

# Strong against weak form in all space; TPSS kinks in w limit the radial quadrature
ao2, w, gw, hchi = apply_strong(R)
Vs, Vt = ao2[0].T @ (W[:, None]*hchi), P[0][2]
assert abs(Vs - Vt).max() < 1e-3*abs(Vt).max() and abs(Vs - Vs.T).max() < 2e-3*abs(Vt).max()
out('max|V_tau|', abs(Vt).max()*HA, 'eV'); out('max|strong - weak|', abs(Vs - Vt).max()*HA, 'eV', '.1e')
out('6s up tau, strong form', ev(Vs), 'eV')
assert abs(weak(ao, W) - Tkin).max() < 1e-6
out('w=1: max|weak - T|', abs(weak(ao, W) - Tkin).max()*HA, 'eV', '.1e')
keep = (dens(ao, D[0])[0] > 1e-8) & (W > 0)
lam = eigh(Vt, Tkin, eigvals_only=True)
assert w[keep].min() - 1e-4 < lam[0] and lam[-1] < w[keep].max() + 1e-4 and w[keep].min() > -1
print(f'w_up range = [{w[keep].min():.4f}, {w[keep].max():.4f}]')
print(f'eigenvalues of V_tau vs T in [{lam[0]:.4f}, {lam[-1]:.4f}]')
del ao2, hchi

# Finite ball: the surface term is needed
Rb = 1.0/BOHR
ct, wc = np.polynomial.legendre.leggauss(6)
ph = np.arange(12)*2*np.pi/12
st = np.sqrt(1 - ct**2)
nh = np.array([np.outer(st, np.cos(ph)).ravel(), np.outer(st, np.sin(ph)).ravel(), np.repeat(ct, 12)]).T
wa = np.repeat(wc, 12)*2*np.pi/12
t, wt = np.polynomial.legendre.leggauss(200)
r, wr = Rb*(t + 1)/2, wt*Rb/2
Wb = np.outer(wr*r**2, wa).ravel()
b2, wb, _, hb = apply_strong((r[:, None, None]*nh).reshape(-1, 3))
Bs, Bw = b2[0].T @ (Wb[:, None]*hb), weak(b2, Wb*wb)
sa = aoval(Rb*nh, 1)
ws = xc(sa, D)[4][:, 0]
Bf = -0.5*sa[0].T @ ((Rb**2*wa*ws)[:, None]*np.einsum('gx,xgi->gi', nh, sa[1:4]))
res = abs(Bs - Bw - Bf).max()
assert res < 1e-3*abs(Vt).max() and abs(Bf).max() > 10*res and abs(Bs - Bs.T).max() > 10*res
out('ball radius', Rb*BOHR, 'A', '.1f')
out('ball 6s strong', ev(Bs), 'eV', '.5f'); out('ball 6s weak', ev(Bw), 'eV', '.5f')
out('ball 6s surface', ev(Bf), 'eV', '.5f')
out('ball max|strong-weak-surface|', res*HA, 'eV', '.1e')
out('ball max|surface|', abs(Bf).max()*HA, 'eV')
out('ball max|strong - transpose|', abs(Bs - Bs.T).max()*HA, 'eV')

# Non-multiplicative action at r = 1 A
p2, wp, gp, hp = apply_strong(np.array([[0.0, 0.0, Rb]]))
out('r=1 A: w_up', wp[0], '', '.5f'); out('r=1 A: dw/dr', gp[2, 0]/BOHR, '1/A', '.5f')
out('r=1 A: 1/(1+w)', 1/(1 + wp[0]), '', '.5f')
ratio = []
for name, c in (('5s', c5), ('6s', c6)):
    psi = p2[0][0] @ c
    ratio.append(hp[0] @ c/psi*HA)
    out(f'{name}: psi_r/psi', p2[3][0] @ c/psi/BOHR, '1/A')
    out(f'{name}: lap psi/psi', (p2[4] + p2[7] + p2[9])[0] @ c/psi/BOHR**2, '1/A^2')
    out(f'{name}: h_tau psi/psi', ratio[-1], 'eV')
assert abs(ratio[0] - ratio[1]) > 1e-2
print('verified')
```

Printed output:

```
symbolic residual (exact) = 0
hartree = 27.2114 eV
hbar^2/2m = 3.80998 eV A^2
PW model: a = 4.0 A, w0 = -0.1, phi = 0.5 rad, k a/2pi = 0.3
PW k+G = 2.04204 1/A, k+Gp = 0.47124 1/A, I_1(1) = 0.56516
PW element = -0.18184 -0.09934i eV, modulus 0.20720 eV
PW max |strong - formula| = 3.8e-08 eV
Au: 19 electrons, 32 AOs, grid 250 x 110
E_xc = -348.078 eV
dExc/dD: max error, full V = 1.6e-08 eV
dExc/dD: max error, no V_tau = 1.385 eV
max|FDS-SDF| with V_tau = 1.6e-07 eV
max|FDS-SDF| without V_tau = 0.353 eV
6s up, kinetic = 15.9281 eV
6s up, nucleus+ECP = -211.1696 eV
6s up, Hartree = 199.1610 eV
6s up, xc n = -9.4966 eV
6s up, xc sigma = -0.4897 eV
6s up, xc tau = 0.1530 eV
6s up, sum = -5.9138 eV
6s up, dE/df = -5.9138 eV
6s up, SCF level = -5.9138 eV = -0.21733 hartree
5d up level = -6.8752 eV
5d down level = -6.5644 eV
6s down level (empty) = -5.0310 eV
max|V_tau| = 1.2525 eV
max|strong - weak| = 8.1e-08 eV
6s up tau, strong form = 0.1530 eV
w=1: max|weak - T| = 1.9e-13 eV
w_up range = [-0.0000, 0.0174]
eigenvalues of V_tau vs T in [0.0000, 0.0152]
ball radius = 1.0 A
ball 6s strong = 0.11898 eV
ball 6s weak = 0.11867 eV
ball 6s surface = 0.00031 eV
ball max|strong-weak-surface| = 6.3e-08 eV
ball max|surface| = 0.1947 eV
ball max|strong - transpose| = 0.1008 eV
r=1 A: w_up = 0.01480
r=1 A: dw/dr = 0.00637 1/A
r=1 A: 1/(1+w) = 0.98542
5s: psi_r/psi = -5.7395 1/A
5s: lap psi/psi = 21.9135 1/A^2
5s: h_tau psi/psi = -1.0962 eV
6s: psi_r/psi = -0.0082 1/A
6s: lap psi/psi = -5.6771 1/A^2
6s: h_tau psi/psi = 0.3203 eV
verified
```
